# Optimum Load and Matching Burden at 45 V and 15 V Amplitude

## Problem

A radio-frequency power transistor must deliver $P=100$ W at 2 GHz. Its drain voltage swings sinusoidally about the supply voltage with amplitude $V=45$ V, measured from the mean to the peak.

1. What load resistance must the drain see, and in what sense is this load the optimum?
2. A second transistor delivers the same power with an amplitude of 15 V. How much harder is it to match to a 50 ohm system? Compare the transformation ratio, current, bandwidth, inductor loss and sensitivity to stray inductance.

Assume class B operation: the drain current is a half-sine pulse, and the load is a short circuit at the harmonics, so that the drain voltage stays sinusoidal. The 45 V device has a 50 V supply and a knee voltage of 5 V, below which the drain voltage must not fall. The 15 V device has the same ratio of knee to supply. The matching network has one shunt capacitor across the 50 ohm side and one series inductor on the device side. This network does not itself short the harmonics; assume that separate ideal traps at the drain do so without affecting the match near 2 GHz. Ignore the transistor's output capacitance until the second variation.

## Hints

**Hint 1.** Average the product of voltage and current over a cycle. Keep amplitudes and rms values apart.

**Hint 2.** Power and voltage fix a resistance. To call it an optimum, ask what else limits the transistor, and vary the load with both limits held fixed.

**Hint 3.** Write the impedance of 50 ohm in parallel with a capacitor as a resistance in series with a reactance. The inductor has to cancel that reactance.

**Hint 4.** For the bandwidth, change the frequency by a small fraction and find the first-order change of the impedance.

**Hint 5.** The inductor's loss resistance carries the same current as the transformed load.

## Solution

### The load resistance

Let $\theta=\omega t$, and let $I$ be the amplitude of the fundamental drain current. A resistive load $R$ has voltage $V\cos\theta$ and current $I\cos\theta$ with $V=IR$. Since the mean of $\cos^2\theta$ is $1/2$,

$$P=\frac{VI}{2}=\frac{V^2}{2R},\qquad R=\frac{V^2}{2P},\qquad I=\frac{2P}{V}.$$

For the first device,

$$R=\frac{(45\ \text{V})^2}{2\times100\ \text{W}}=10.125\ \text{ohm},\qquad I=\frac{200\ \text{W}}{45\ \text{V}}=4.44\ \text{A}.$$

The factor 2 belongs to the amplitude convention. If 45 V were an rms value, the resistance would be $V^2/P$, twice as large.

### Why this load is an optimum

The transistor has two limits. Its current pulse has a greatest peak $I_{\max}$, and its drain voltage may not fall below the knee. The pulse is $I_{\max}\cos\theta$ for $|\theta|<\pi/2$ and zero for the rest of the cycle. Its fundamental amplitude and its mean are

$$I=\frac1\pi\int_{-\pi/2}^{\pi/2}I_{\max}\cos^2\theta\,d\theta=\frac{I_{\max}}2,\qquad
I_{\rm dc}=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}I_{\max}\cos\theta\,d\theta=\frac{I_{\max}}\pi.$$

The required peak current is therefore $2\times4.44=8.89$ A.

Now connect some other load $R_L$ and let the drive scale the current by a factor $s\le1$. The drain voltage is $V_{DD}-sIR_L\cos\theta$. It stays above the knee if $sIR_L\le V$, where $V=V_{DD}-V_{\rm knee}=45$ V. There are two cases.

- If $R_L\le V/I$, full drive is allowed, and $P=\tfrac12I^2R_L$ rises with $R_L$.
- If $R_L\ge V/I$, the drive must be reduced to $s=V/(IR_L)$. Then $P=\tfrac12s^2I^2R_L=V^2/(2R_L)$, which falls with $R_L$.

The branches meet at $R_L=V/I=R$, where the power is greatest. With the knee held at 5 V, halving or doubling the load gives 50 W. If the knee voltage instead scales with the peak current, as in the resistance model used later, the optimum load is unchanged but doubling it gives about 55 W. A scan over load and drive with sampled waveforms, on a load grid of about 0.1 % spacing, put the maximum at 10.119 ohm and 99.94 W.

The optimum thus belongs to unclipped operation of a transistor whose fundamental current amplitude is limited to $2P/V$, that is, whose peak current is limited to $I_{\max}=4P/V$. A transistor with current to spare could deliver 100 W into a smaller load, but it would need more current. A larger load would need more than 45 V.

The supply provides $V_{DD}I_{\rm dc}$, so the drain efficiency is

$$\eta=\frac{VI/2}{V_{DD}I_{\max}/\pi}=\frac{VI_{\max}/4}{V_{DD}I_{\max}/\pi}=\frac{\pi V}{4V_{DD}}=\frac\pi4\times0.9=70.7\ \%.$$

It is the same for both devices because they have the same knee fraction.

### The 15 V device

At the same power,

$$R=\frac{(15\ \text{V})^2}{200\ \text{W}}=1.125\ \text{ohm},\qquad I=\frac{200\ \text{W}}{15\ \text{V}}=13.3\ \text{A}.$$

One third of the voltage needs three times the current, so the load is nine times smaller. A given series resistance in the current path dissipates nine times as much.

With $R_0=50$ ohm, the transformation ratio $n=R_0/R$ is 4.94 for the 45 V device and 44.4 for the 15 V device. Its square root has a direct meaning. Substituting $R$ gives

$$\sqrt n=\frac{\sqrt{2PR_0}}{V}=\frac{100\ \text{V}}{V}.$$

The numerator is the voltage amplitude of 100 W in 50 ohm. A lossless network must therefore step the voltage up by 2.22 in one case and by 6.67 in the other. At an amplitude of 100 V no transformation would be needed. Above that, $R$ exceeds $R_0$ and the network must be turned round.

Equal power is essential to the factor nine. If instead the 15 V device had the same limit on its fundamental current amplitude as the first, 4.44 A, it would deliver 33 W into 3.4 ohm, and the load would be three times smaller.

If "15 V" meant the supply voltage, the same knee fraction would leave an amplitude of 13.5 V. The load would then be 0.911 ohm and the ratio 54.9. Below, 15 V remains the amplitude.

### The matching network

Let the capacitor have reactance magnitude $X_p$ at the design frequency $f_0$, and define $Q=R_0/X_p$. The admittance of the parallel pair is $(1+jQ)/R_0$, so its impedance is

$$\frac{R_0}{1+jQ}=\frac{R_0}{1+Q^2}-j\frac{R_0Q}{1+Q^2}.$$

The real part must equal $R$, which requires $1+Q^2=n$. The imaginary part is then $-RQ$, and the series inductor cancels it with $X_s=+RQ$. Hence

$$Q=\sqrt{n-1},\qquad X_s=RQ,\qquad X_p=\frac{R_0}{Q}.$$

For the 45 V device $Q=\sqrt{3.938}=1.985$, and for the 15 V device $Q=\sqrt{43.44}=6.591$. With $L=X_s/\omega_0$ and $C=1/(\omega_0X_p)$, the elements at 2 GHz are:

| Amplitude | $X_s$ | $L$ | $X_p$ | $C$ |
|---|---|---|---|---|
| 45 V | 20.1 ohm | 1.60 nH | 25.2 ohm | 3.16 pF |
| 15 V | 7.42 ohm | 0.590 nH | 7.59 ohm | 10.5 pF |

### Bandwidth

At frequency $f_0(1+\delta)$ the inductor's reactance and the capacitor's susceptance both grow by the factor $1+\delta$. The device sees

$$Z(\delta)=jRQ(1+\delta)+\frac{R_0}{1+jQ(1+\delta)}.$$

Differentiate at $\delta=0$ and use $R_0=R(1+Q^2)=R(1+jQ)(1-jQ)$:

$$\frac{dZ}{d\delta}=jRQ-\frac{jQR_0}{(1+jQ)^2}
=jRQ\left[1-\frac{1-jQ}{1+jQ}\right]
=jRQ\,\frac{2jQ}{1+jQ}=-\frac{2RQ^2}{1+jQ}.$$

Measure the mismatch by $\Gamma=(Z-R)/(Z+R)$. Near the match the denominator is $2R$, so to first order

$$|\Gamma|\approx\frac{Q^2|\delta|}{\sqrt{1+Q^2}}=\frac{n-1}{\sqrt n}\,|\delta|.$$

If $|\Gamma|\le g$ is allowed, the full fractional bandwidth, counting both sides of $f_0$, is

$$B\approx\frac{2g\sqrt n}{n-1}.$$

Take $g=0.1$. For a purely resistive error this permits loads from about $0.82R$ to $1.22R$. Then

$$B_{45}\approx\frac{0.2\times2.222}{3.938}=11.3\ \%,\qquad
B_{15}\approx\frac{0.2\times6.667}{43.44}=3.07\ \%.$$

Solving the network without the first-order approximation gives about 11.4 % and 3.1 %, or 227 MHz and 62 MHz. For large $n$ the formula tends to $2g/\sqrt n$, so at fixed power the bandwidth is proportional to the voltage amplitude. As $n$ approaches 1 the formula diverges: the detuning is then no longer small, and the first-order result fails.

### Inductor loss

Give both inductors the same quality factor, $Q_L=50$, a rough value. The loss resistance is $r=X_s/Q_L=RQ/Q_L$. It carries the same current as the transformed resistance $R$, so the fraction of the device's output lost in it is

$$\frac r{R+r}=\frac{Q/Q_L}{1+Q/Q_L}=\frac Q{Q+Q_L}.$$

This gives $1.985/51.985=3.82\ \%$ and $6.591/56.591=11.65\ \%$.

With these element values the device sees $R+r$, slightly too much. To restore the optimum load, transform 50 ohm to a smaller resistance $R_s$ that satisfies

$$R_s\left[1+\frac1{Q_L}\sqrt{\frac{R_0}{R_s}-1}\right]=R.$$

Solved numerically, this changes the losses to 3.91 % and 12.36 %. Of 100 W leaving each transistor, about 96 W and 88 W reach the 50 ohm load. Without retuning, a capacitor quality factor of 200 would raise the total losses from 3.82 % and 11.65 % to 4.74 % and 14.16 %.

### Stray inductance

Suppose that 0.1 nH of unplanned inductance lies in series with an otherwise correct load. At 2 GHz its reactance is $X=1.257$ ohm. With $Z=R+jX$,

$$|\Gamma|=\left|\frac{jX}{2R+jX}\right|=\frac X{\sqrt{4R^2+X^2}},$$

which is 0.062 for the 45 V device and 0.488 for the 15 V device. The first stays within the limit of 0.1; the second is far outside it. A known stray inductance can be counted as part of the matching inductor. The uncertain part does the harm, and 0.1 nH is a sixth of the whole 0.590 nH that the 15 V network needs.

The burden therefore has no single size. In this network the 15 V device has nine times the transformation ratio, 3.3 times the $Q$, about 3.7 times less bandwidth and about three times the inductor loss.

### Comparison with real devices

The first set of parameters lies in the regime of gallium nitride power transistors. The 15 V device is a scaled comparison, not a model of a particular part. The drain of the first device peaks at $50+45=95$ V, below a rough breakdown voltage of 150 V, but a mismatched load can change this margin.

Real transistors also heat up. At 70.7 % efficiency, 100 W of output leaves 41.5 W of heat. A rough thermal resistance of 1.5 K/W and a case at 350 K put the channel near 412 K. Treat the knee as a resistance, $5\ \text{V}/8.89\ \text{A}=0.562$ ohm at 300 K, and let it grow roughly as temperature to the power 1.5. It becomes $r_h=0.906$ ohm. To keep 100 W the peak current must be $I_{\max}=4P/V$, so

$$V+r_h\frac{4P}{V}=V_{DD}.$$

The root with the smaller current is $V=41.2$ V, and the load becomes 8.49 ohm, 16 % below the first answer. The peak current rises to 9.7 A, which the transistor must be able to supply. This estimate ignores the extra heat caused by the change, which would lower the load by roughly another 5 %, to about 8.0 ohm. If 45 V is the amplitude reached when hot, 10.125 ohm stands. Output capacitance does not change this internal load, but it changes the impedance that the external network must present, as the second variation shows.

## Variation 1: two matching sections

*Can the 15 V device regain bandwidth if the transformation is made in two equal steps?*

Choose the middle resistance $R_m=\sqrt{RR_0}=\sqrt{1.125\times50}=7.5$ ohm. Each section then has the ratio $k=\sqrt n=6.667$ and $Q=\sqrt{k-1}=2.380$.

Set $t=Q(1+\delta)$. Looking from the middle towards the 50 ohm load, the impedance divided by $R_m$ is

$$W=\frac k{1+jt}+jt=\frac{k-t^2+jt}{1+jt}.$$

Looking the other way, into the second section ended by $R$, the admittance multiplied by $R_m$ is $jt+1/(1/k+jt/k)$. This is the same $W$. The network is lossless, so the mismatch has the same magnitude at every plane. For source admittance $W$ and load admittance $1/W$ it is

$$|\Gamma|=\left|\frac{W-1/W^*}{W+1/W}\right|=\frac{\big||W|^2-1\big|}{|W^2+1|}.$$

Since $|W^2+1|^2-(|W|^2-1)^2=4(\operatorname{Re}W)^2$,

$$\frac{|\Gamma|}{\sqrt{1-|\Gamma|^2}}=\frac{\big||W|^2-1\big|}{2\operatorname{Re}W}.$$

Here $\operatorname{Re}W=k/(1+t^2)$ and $|W|^2-1=[(k-t^2)^2-1]/(1+t^2)$. Therefore

$$\frac{|\Gamma|}{\sqrt{1-|\Gamma|^2}}=\frac{|(k-t^2)^2-1|}{2k}.$$

There are two perfect matches. One is $t^2=k-1$, the design frequency. The other is $t^2=k+1$, at $f_0\sqrt{7.667/5.667}=1.163f_0$. Between them the mismatch peaks at $t^2=k$, where $|\Gamma|=1/\sqrt{1+4k^2}=0.075$, still below 0.1. The band therefore includes both matches. Its edges obey $(t^2-k)^2=1+2kg/\sqrt{1-g^2}=2.340$, so $t^2=5.137$ and $8.196$. Dividing by $Q^2=5.667$ and taking roots gives $0.952f_0$ and $1.203f_0$, a width of 25.1 % of $f_0$. The numerical solution gives 25.06 %.

The band is not centred on 2 GHz. It runs from 1.90 to 2.41 GHz, so the design frequency would be moved if a centred band were wanted.

With $Q_L=50$ and unretuned elements, the inductor loss is 9.02 %, against 11.65 % for one section. The second section thus helps both bandwidth and loss here, at the price of two more parts. It does not remove the small load or the large current. The 45 V device could use two sections as well, but for it the gain is mixed: the bandwidth would rise from about 11 % to about 19 %, while the inductor loss would also rise, from about 3.8 % to 4.3 %.

## Variation 2: output capacitance

*The 45 V device has an output capacitance of 6 pF, a rough value, and capacitance is proportional to current rating. How does the comparison change?*

The 15 V device then has 18 pF. To leave the resistance $R$ at the internal drain, the external network must supply the admittance $1/R-j\omega_0C_{\rm out}$, whose inductive part cancels the capacitance. With $q=\omega_0RC_{\rm out}$, the required impedance is

$$Z=\frac R{1-jq}=\frac R{1+q^2}+j\frac{Rq}{1+q^2}.$$

At fixed power $R\propto V^2$ and $C_{\rm out}\propto I\propto1/V$, so $q\propto V$. The higher-voltage device is affected more: $q$ is 0.763 for it and 0.254 for the other. The series resistances fall to

$$R'_{45}=\frac{10.125}{1.583}=6.40\ \text{ohm},\qquad R'_{15}=\frac{1.125}{1.065}=1.06\ \text{ohm}.$$

Their ratio is about 6, not 9. The matching factors $Q'=\sqrt{R_0/R'-1}$ are 2.61 and 6.81. The inductor must supply $R'Q'+R'q$, so its loss resistance divided by $R'$ is $(Q'+q)/Q_L$. With $Q_L=50$ and unretuned elements this gives losses of

$$\frac{3.374}{53.374}=6.32\ \%,\qquad\frac{7.061}{57.061}=12.37\ \%.$$

Retuning the elements so that the internal drain again sees exactly $R$ raises these losses to 6.60 % and 13.21 %. The solved bandwidths of the lossless networks are 7.73 % and 2.98 %. The 45 V device keeps its advantage, but the bandwidth factor drops from 3.7 to 2.6 and the loss factor from 3.0 to 2.0. The load at the internal drain is still 10.125 ohm; the capacitance changes what the external network must present. If the low-voltage device had more capacitance per ampere than assumed here, its own $q$ would be larger and these factors would change.

Most of the values used above are collected in the numerical output.

## Computed values

```
Power 100 W, system 50 ohm, frequency 2.0 GHz
Pairs: 45 V amplitude | 15 V amplitude
Optimum load R: 10.125 | 1.125 ohm
Load found by waveform scan: 10.119 | 1.125 ohm
Power found at scan optimum: 99.94 | 99.99 W
Power at half the optimum load: 50.00 | 50.00 W
Power at twice the optimum load: 50.00 | 50.00 W
Fundamental current amplitude: 4.444 | 13.333 A
Peak drain current: 8.889 | 26.667 A
Supply voltage: 50.00 | 16.67 V
Knee voltage: 5.00 | 1.67 V
Drain efficiency: 70.69 | 70.69 %
Transformation ratio R0/R: 4.938 | 44.444 (no unit)
Matching Q: 1.985 | 6.591 (no unit)
Series reactance: 20.093 | 7.415 ohm
Shunt reactance magnitude: 25.195 | 7.586 ohm
Series inductance: 1.599 | 0.590 nH
Shunt capacitance: 3.158 | 10.490 pF
Reflection limit for bandwidth: 0.10 (no unit)
Bandwidth, network solution: 11.36 | 3.09 %
Bandwidth, first-order formula: 11.29 | 3.07 %
Component quality: inductor 50, capacitor 200
Inductor loss: 3.82 | 11.65 % of device output
Inductor loss after retuning: 3.91 | 12.36 %
Inductor and capacitor loss: 4.74 | 14.16 %
15 V, two sections: middle resistance 7.500 ohm
15 V, two sections: Q of each 2.380 (no unit)
15 V, two sections: bandwidth 25.06 %
15 V, two sections: inductor loss 9.02 %
Output capacitance: 6.0 | 18.0 pF
omega R Cout: 0.763 | 0.254 (no unit)
Series resistance with Cout: 6.397 | 1.057 ohm
Series reactance with Cout: 4.883 | 0.269 ohm
L-section Q with Cout: 2.611 | 6.806 (no unit)
Bandwidth with Cout: 7.73 | 2.98 %
Inductor loss with Cout: 6.32 | 12.37 %
Stray inductance 0.1 nH: 1.257 ohm
Reflection from stray inductance: 0.062 | 0.488 (no unit)
15 V as supply: amplitude 13.50 V, load 0.911 ohm
15 V as supply: transformation ratio 54.87 (no unit)
Peak drain voltage: 95.00 | 31.67 V
Rough breakdown voltage, 45 V device: 150 V
45 V device: dissipated power 41.47 W
Thermal resistance 1.5 K/W, case 350 K
On-resistance power law 1.5, from 300 K
Estimated channel temperature 412.2 K
On-resistance: cool 0.562 ohm, hot 0.906 ohm
Hot, 100 W: amplitude 41.21 V, load 8.489 ohm
```
